# Reversing Light Through an Absorbing Resist Stack Can Change Its Reflectance

A photoresist film lies on a thin, semitransparent chromium layer on fused silica. A liquid with the index of silica fills the gap between the resist and a silica cover plate, so the two coatings have the same transparent medium on both sides. The stack can be exposed through the cover plate, so that light meets the resist first, or through the substrate, so that it meets the chromium first. A detector finds the same transmitted fraction in both cases. Must the reflected fraction also be the same?

The belief that it must has a respectable origin. Reciprocity does make the two transmittances equal, even with absorption. If nothing absorbs, reflectance is one minus transmittance, so the reflectances agree as well. It is then natural to think that absorption removes the same share of light in either direction. That last step is the faulty one. Reciprocity relates a source on one side to a detector on the other; it doesn't equate two experiments in which source and detector are both on the left, or both on the right.

Time reversal offers no rescue. Let $\varepsilon$ be the relative permittivity. The complex conjugate of a field in an absorbing stack obeys the wave equation with $\varepsilon^*$ in place of $\varepsilon$, which describes an amplifying stack, not the original one.

## What is compared

The layers are flat, linear, isotropic and non-magnetic, and do not change during the comparison. A monochromatic plane wave arrives at normal incidence from the left (resist side) or from the right (chromium side). The outer media have real index $n_0$. With time factor $e^{-i\omega t}$, an absorbing layer has index $n+ik$, $k>0$, and $\varepsilon=(n+ik)^2$. Below, $n_j$ denotes the full complex index of layer $j$.

Let $k_0=2\pi/\lambda$, with $\lambda$ the vacuum wavelength, and define a scaled magnetic field $H$ by

$$
\frac{dE}{dz}=ik_0H,\qquad \frac{dH}{dz}=ik_0\varepsilon E .
$$

Together these give $d^2E/dz^2+k_0^2\varepsilon E=0$. Both $E$ and $H$ are continuous at interfaces.

In a layer of thickness $d_j$, write $E=fe^{ik_0n_jz}+ge^{-ik_0n_jz}$. Then $H=n_j(fe^{ik_0n_jz}-ge^{-ik_0n_jz})$. With $\delta_j=k_0n_jd_j$, the fields at the far face determine the two amplitudes:

$$
f=\tfrac12e^{-i\delta_j}\left(E_d+\frac{H_d}{n_j}\right),\qquad
g=\tfrac12e^{i\delta_j}\left(E_d-\frac{H_d}{n_j}\right).
$$

At the near face $E=f+g$ and $H=n_j(f-g)$. Collecting exponentials gives

$$
\begin{pmatrix}E\\H\end{pmatrix}_{0}=M_j\begin{pmatrix}E\\H\end{pmatrix}_{d},\qquad
M_j=\begin{pmatrix}\cos\delta_j&-i\sin\delta_j/n_j\\-in_j\sin\delta_j&\cos\delta_j\end{pmatrix}.
$$

Its determinant is $\cos^2\delta_j+\sin^2\delta_j=1$, for complex $\delta_j$ too. For the whole stack, from left to right,

$$
M=M_1M_2\cdots M_N=\begin{pmatrix}a&b\\c&d\end{pmatrix},\qquad ad-bc=1 .
$$

## What reversal does to the matrix

Lighting the stack from the right is equivalent to lighting its mirror image from the left. The mirror image has the matrix $\widetilde M=M_N\cdots M_1$.

Let $J=\mathrm{diag}(1,-1)$. Inverting $M_j$ changes the sign of its off-diagonal elements, and so does multiplying by $J$ on both sides. Thus $M_j^{-1}=JM_jJ$. Since $J^2=1$,

$$
\widetilde M=(M_1^{-1}\cdots M_N^{-1})^{-1}=(JMJ)^{-1}=JM^{-1}J
=\begin{pmatrix}d&b\\c&a\end{pmatrix}.
$$

Reversal exchanges $a$ and $d$ and leaves $b$ and $c$ alone.

For light from the left, the fields are $E=1+r_L$, $H=n_0(1-r_L)$ at the left face and $E=t$, $H=n_0t$ at the right face. Hence

$$
1+r_L=(a+n_0b)t,\qquad n_0(1-r_L)=(c+n_0d)t .
$$

Multiply the first equation by $n_0$. Adding the second gives $2n_0=Dt$; subtracting it gives $2n_0r_L=(P+Q)t$, where

$$
P=n_0(a-d),\quad Q=n_0^2b-c,\quad D=n_0(a+d)+n_0^2b+c .
$$

Exchanging $a$ and $d$ changes the sign of $P$ but not $Q$ or $D$. Therefore

$$
r_L=\frac{Q+P}{D},\qquad r_R=\frac{Q-P}{D},\qquad t_L=t_R=\frac{2n_0}{D}.
$$

The transmittance $T=|t|^2$ is the same both ways, with no assumption about loss. For the reflectances, $|Q\pm P|^2=|Q|^2+|P|^2\pm2\,\mathrm{Re}(PQ^*)$, so

$$
R_L-R_R=\frac{4\,\mathrm{Re}(PQ^*)}{|D|^2}.
$$

Two situations guarantee a zero. A mirror-symmetric stack has $a=d$ and hence $P=0$, even if it absorbs. In a lossless stack every $\varepsilon$ is real. The functions $\cos\delta$, $\sin\delta/n$ and $n\sin\delta$ are even in $n$, so they depend on $n^2=\varepsilon$ and are real, even for negative $\varepsilon$. Each layer matrix then has real diagonal and imaginary off-diagonal elements, a form that multiplication preserves. So $P$ is real, $Q$ is imaginary and $PQ^*$ has no real part.

A difference therefore needs both loss and asymmetry. They permit it without forcing it.

## Where the missing light goes

Energy balance shows what the unequal reflectances mean. From the field equations,

$$
\frac{d}{dz}(E^*H)=-ik_0|H|^2+ik_0\varepsilon|E|^2,
$$

whose real part is $-k_0\,\mathrm{Im}(\varepsilon)|E|^2$. For light from the left, $\mathrm{Re}(E^*H)$ equals $n_0(1-R_L)$ at the left face and $n_0T$ at the right. Integration gives the absorptance

$$
A_L=1-R_L-T=\frac{k_0}{n_0}\int\mathrm{Im}(\varepsilon)|E_L|^2dz .
$$

The mirrored stack obeys the same relation with $E_R$, the field for light from the right. Subtracting the two balances removes $T$:

$$
A_L-A_R=R_R-R_L .
$$

The material is the same in both experiments, but the field distribution inside it isn't. Absorption weights $|E|^2$ by the local loss, and reciprocity does not make those weighted integrals equal.

## A case that can be followed by eye

Suppose the left layer is weakly absorbing and has the real index $n_0$, so that reflection at its outer face is negligible. Behind it lies one homogeneous film, with reflectance $R_m$ and transmittance $T_m$ when alone in the outer medium. Being symmetric, the film has the same $R_m$ from either side.

The absorption coefficient of the layer is $\alpha=4\pi k/\lambda$, and one crossing multiplies the power by $x=e^{-\alpha d_1}$. Light from the left crosses the layer, reflects from the film and crosses again. Light reflected from the right never enters the layer. Transmitted light crosses it once in either direction:

$$
R_L=R_mx^2,\qquad R_R=R_m,\qquad T_L=T_R=T_mx .
$$

For the chromium film used below, $R_m=0.2884$ and $T_m=0.2523$. With $\alpha d_1=0.450$, the limit gives $R_L=0.1172$, $R_R=0.2884$ and $T=0.1609$. Equal transmission and unequal reflection follow from counting passages through the absorber.

## The resist and chromium stack

Take unexposed diazonaphthoquinone/novolak resist at 365 nm, with index $1.70+0.02614i$ and thickness 500 nm, on 15 nm of chromium with index $1.50+2.80i$. The outer index is 1.47. These optical constants are rough typical values.

For two layers, write $s_j=\sin\delta_j$ and $c_j=\cos\delta_j$. Multiplying the matrices gives

$$
a=c_1c_2-\frac{n_2}{n_1}s_1s_2,\qquad
d=c_1c_2-\frac{n_1}{n_2}s_1s_2,
$$

$$
b=-i\left(\frac{c_1s_2}{n_2}+\frac{s_1c_2}{n_1}\right),\qquad
c=-i(n_1s_1c_2+n_2c_1s_2).
$$

Substitution in $P$ and $Q$ yields

$$
P=n_0s_1s_2\left(\frac{n_1}{n_2}-\frac{n_2}{n_1}\right),
$$

$$
Q=i\left[s_1c_2\left(n_1-\frac{n_0^2}{n_1}\right)+c_1s_2\left(n_2-\frac{n_0^2}{n_2}\right)\right].
$$

The phase thicknesses are $\delta_1=14.632+0.225i$ and $\delta_2=0.387+0.723i$. They give

$$
P=1.38474-2.15978i,\qquad Q=0.95545+1.89033i,
$$

with $|D|^2=52.11719$. The numerators are

$$
Q+P=2.34019-0.26945i,\qquad Q-P=-0.42929+4.05011i .
$$

Their squared magnitudes are 5.549 and 16.588, so

$$
R_L=\frac{5.549}{52.117}=0.1065,\qquad
R_R=\frac{16.588}{52.117}=0.3183,
$$

$$
T=\frac{4(1.47)^2}{52.117}=0.1658 .
$$

The chromium side reflects about three times as much as the resist side. As a check, direct integration of the wave equation through this stack, carried out separately for each direction, gives $T=0.16584930$ both times.

The absorptances are $A_L=0.7277$ and $A_R=0.5159$. Their difference, 0.2118, equals the reflectance difference with its sign reversed. Someone who measured $T$ and $R_R$, then used them to find the absorption during exposure from the resist side, would obtain 0.5159 instead of 0.7277, an error of 29% relative to the correct value.

For lithography, the division between layers matters more than the total. From the resist side, the resist absorbs 0.4257 of the incident power and the chromium 0.3020. From the chromium side the fractions are 0.0947 and 0.4212. The unbleached resist thus absorbs 4.5 times as much power when it is lit first, although the transmitted power is unchanged. Over the 150 mJ/cm² exposure treated below, the ratio of absorbed energies is only about 2.6, because the resist bleaches.

The matched-layer limit gives a simple estimate of the factor for unbleached resist. From the left, the resist absorbs $1-x$ on the first crossing and $xR_m(1-x)$ from the returning light. From the right it absorbs $T_m(1-x)$. The ratio is

$$
\frac{1+xR_m}{T_m}=\frac{1+0.638\times0.2884}{0.2523}=4.7 .
$$

The full calculation gives 4.5. The estimate leaves out the index step between resist and outer medium and the interference of the waves inside the resist, so exact agreement is not expected.

## Attenuation in the resist is not the whole story

The two-crossings picture might suggest that a transparent resist would restore equal reflectance. Keep the chromium and outer media fixed, but make the resist lossless with index 1.70.

At a thickness of 107.35 nm it is a half-wave layer: $s_1=0$, $c_1=-1$, and its matrix is minus the identity. It changes no reflectance or transmittance. The stack is asymmetric and absorbs, yet both reflectances are 0.2884.

At half that thickness, $s_1=1$ and $c_1=0$. Now

$$
P=n_0s_2\left(\frac{n_1}{n_2}-\frac{n_2}{n_1}\right),\qquad
Q=ic_2\left(n_1-\frac{n_0^2}{n_1}\right).
$$

The reflectances are $R_L=0.2130$ and $R_R=0.3247$, while $T=0.2790$ both ways. All absorption is in the chromium. The transparent layer acts by changing the field there, and it changes it differently for the two directions. If its index matched the outer medium, $n_1=n_0$, the layer would only shift the phases of the waves, and the difference would disappear at any thickness.

The two guarantees can be seen in numbers as well. Replacing the indices by lossless ones, with a real resist index and only the real part of the chromium permittivity, gives $R_L=R_R=0.3789$. Restoring the loss and adding a second identical resist layer behind the chromium gives $R_L=R_R=0.1178$, although this symmetric stack absorbs most of the light.

## How much asymmetry loss allows

Absorption also sets a limit on the mismatch. Let $E_L,H_L$ and $E_R,H_R$ be the fields for the two directions, each with unit incident amplitude at the face it meets. Consider $F=E_R^*H_L+E_LH_R^*$. Differentiating, the two terms in $H_LH_R^*$ cancel and leave

$$
\frac{dF}{dz}=ik_0(\varepsilon-\varepsilon^*)E_LE_R^*
=-2k_0\,\mathrm{Im}(\varepsilon)E_LE_R^* .
$$

At the left face, $E_R=t$ and $H_R=-n_0t$, because this wave leaves toward the left. Therefore

$$
F=n_0t^*(1-r_L)-n_0t^*(1+r_L)=-2n_0r_Lt^* .
$$

At the right face, $E_R=1+r_R$ and $H_R=-n_0(1-r_R)$, while $E_L=t$ and $H_L=n_0t$. This gives $F=2n_0tr_R^*$. Integrating between the faces,

$$
r_Lt^*+tr_R^*=-\frac{k_0}{n_0}\int\mathrm{Im}(\varepsilon)E_LE_R^*dz .
$$

For a passive stack $\mathrm{Im}(\varepsilon)\ge0$, and the Cauchy–Schwarz inequality bounds the magnitude of the right side by $\sqrt{A_LA_R}$. The magnitude of the left side is at least $|t|\,\big||r_L|-|r_R|\big|$. Hence

$$
\sqrt T\,\left|\sqrt{R_L}-\sqrt{R_R}\right|\le\sqrt{A_LA_R}.
$$

Energy balance alone shows that the reflectances differ by no more than the larger absorptance, so a stack that absorbs little from both sides has nearly equal reflectances at any $T$. The inequality adds a limit set by the smaller absorptance $A_{\min}$ alone. Put $\Delta=|R_L-R_R|$ and $s=\sqrt{R_L}+\sqrt{R_R}$, so that $s^2\le4(1-T)$ and the larger absorptance is $A_{\min}+\Delta$. The inequality becomes $T\Delta^2\le s^2A_{\min}(A_{\min}+\Delta)$, which requires $\Delta\le A_{\min}(1+s^2/T)\le A_{\min}(4/T-3)$. Small absorption from one side is therefore enough only when it is small compared with $T/4$; at $T=0.2$ the factor is 17, and the restriction weakens further as $T$ tends to zero. In the example its sides are 0.097 and 0.613, so the bound is far from reached.

## Angle, outer media and bleaching

At oblique incidence the two waves must have the same polarization and the same angle to the normal. Let $\kappa=n_0\sin\theta$. The field equations become $du/dz=ik_0gv$ and $dv/dz=ik_0hu$. For s polarization $u$ is the tangential electric field, $g=1$ and $h=\varepsilon-\kappa^2$. For p polarization $u$ is the tangential magnetic field, $g=\varepsilon$ and $h=1-\kappa^2/\varepsilon$. The matrix results for reflection and transmission hold with $n$ replaced by $\sqrt{h/g}$ and $\delta$ by $k_0\sqrt{gh}\,d$. The absorption integral needs more care: for p polarization it gains a second term, because $g$ is then complex in an absorbing layer. The integrand becomes $\mathrm{Im}(g)|v|^2+\mathrm{Im}(h)|u|^2$. For p the first term is absorption by the tangential electric field and the second by the normal component; for light from the resist side at $10^\circ$ they contribute 0.730 and 0.010. At $10^\circ$ in silica, $R_L$ is 0.093 for s and 0.092 for p, and $R_R$ is 0.325 and 0.315.

Equal outer media are not essential to equal transmittance. For real outer indices $n_L$ and $n_R$, the same matching gives $D=n_La+n_Rd+n_Ln_Rb+c$ and $T=4n_Ln_R/|D|^2$. Reversal exchanges $a$ with $d$ and $n_L$ with $n_R$, leaving $T$ unchanged. Equal reflectance is more demanding: in an absorbing stack, symmetry of the coating guarantees it only if the outer media are equal too. The 15 nm chromium film alone, between air and silica, reflects 0.41 from the air side and 0.25 from the silica side.

A changing stack is a more serious matter, because this resist bleaches as it is exposed. In the Dill model its absorption coefficient is $A_DM+B_D$, where $M$ is the remaining fraction of photoactive compound. The local rate is $dM/dt=-C_DIM$, with $I$ the local intensity. Take $A_D=0.8\ \mu\mathrm{m}^{-1}$, $B_D=0.1\ \mu\mathrm{m}^{-1}$ and $C_D=0.015\ \mathrm{cm^2/mJ}$, again rough values, and an incident dose of 150 mJ/cm².

The transmittance starts at 0.166. It ends at 0.237 after exposure from the resist side, but at 0.194 after exposure from the chromium side. The mean remaining fractions of photoactive compound are 0.16 and 0.61. Reciprocity has not failed: the exposures have made two different stacks. Each one, frozen and probed by weak light, transmits equally in both directions.

## The model beside a real sample

The example resembles backside exposure through a thin chromium coating. Its 15 nm layer is deliberately semitransparent and much thinner than the opaque chromium of an ordinary photomask. The indices of real films depend on deposition and composition. Changing the chromium $k$ by $\pm0.4$, with all else fixed, moves $R_L$ between 0.081 and 0.133 and $R_R$ between 0.253 and 0.385, and the ratio 4.5 of resist absorption between 3.5 and 5.9. Varying only the resist thickness from 440 to 560 nm gives 0.064 to 0.138 for $R_L$ and 0.293 to 0.321 for $R_R$. Raising the liquid index by 0.02 changes either reflectance by less than 0.002 if interference in the liquid gap averages out, and by up to about 0.006 if it does not. Averaging over 360–370 nm with fixed material constants changes either one by less than 0.002. The outer air faces of thick plates, added without interference, give 0.136 and 0.336. Bleaching is the largest of these effects on the difference: a fully bleached resist has $R_L=0.239$ and $R_R=0.324$, reducing the gap from 0.212 to 0.085. None of these changes removes it alone, but they combine: for a fully bleached resist the gap runs from about 0.02 to 0.14 as the thickness varies from 440 to 560 nm.

A transmission measurement may therefore be made from either side of a frozen stack. Reflectance must be measured or calculated for the side from which the light will come, unless negligible loss, or a mirror symmetry that includes the outer media, justifies exchanging the two values. The dose absorbed in the resist must also be found for that side: weak loss makes it small, but does not make it the same for both directions. The numerical output below lists the main values.

## Numbers as computed

```
wavelength = 365 nm; outer index = 1.47
resist index = 1.70 + 0.02614i; thickness = 500 nm
chromium index = 1.50 + 2.80i; thickness = 15 nm
Dill A = 0.8 /um, B = 0.1 /um, C = 0.015 cm2/mJ
phase thickness resist = 14.63208+0.22500j rad; chromium = 0.38732+0.72300j rad
resist sin = 0.90238-0.10777j; cos = -0.48702-0.19968j
chromium sin = 0.48080+0.72931j; cos = 1.17865-0.29750j
P = 1.38474-2.15978j; Q = 0.95545+1.89033j; D = -3.88788-6.08289j
Re(P Q*) = -2.75964; |D|^2 = 52.11719
main stack: R_resist=0.1065 R_Cr=0.3183 T=0.1658
direct T from resist side = 0.16584930; Cr side = 0.16584930
R_resist - R_Cr = -0.2118
total absorptance: resist side = 0.7277; Cr side = 0.5159
lit from resist side: absorbed in resist = 0.4257; in Cr = 0.3020
lit from Cr side: absorbed in resist = 0.0947; in Cr = 0.4212
resist absorption ratio, resist side/Cr side = 4.496
passivity bound: left member = 0.0969; right member = 0.6127
bare Cr film: R = 0.2884; T = 0.2523; optical depth of resist = 0.450
index-matched limit formula: R_resist=0.1172 R_Cr=0.2884 T=0.1609
index-matched weak absorber, computed: R_resist=0.1172 R_Cr=0.2884 T=0.1609
lossless stack: R_resist=0.3789 R_Cr=0.3789 T=0.6211
symmetric resist/Cr/resist: R_resist=0.1178 R_Cr=0.1178 T=0.1093
half-wave thickness of lossless resist = 107.35 nm
half-wave lossless resist on Cr: R_resist=0.2884 R_Cr=0.2884 T=0.2523
quarter-wave lossless resist on Cr: R_resist=0.2130 R_Cr=0.3247 T=0.2790
bleaching dose = 150 mJ/cm2
after exposure from resist side: T = 0.2370; mean PAC left = 0.164
after exposure from Cr side: T = 0.1938; mean PAC left = 0.612
fully bleached resist: R_resist=0.2386 R_Cr=0.3238 T=0.2481
Cr k lower by 0.4: R_resist=0.0811 R_Cr=0.2534 T=0.2053
Cr k higher by 0.4: R_resist=0.1330 R_Cr=0.3853 T=0.1322
resist 440-560 nm, minima: R_resist=0.0643 R_Cr=0.2925 T=0.1575
resist 440-560 nm, maxima: R_resist=0.1376 R_Cr=0.3207 T=0.1822
liquid index higher by 0.02: R_resist=0.1048 R_Cr=0.3171 T=0.1662
10 deg in silica, s: R_resist=0.0929 R_Cr=0.3252 T=0.1651
10 deg in silica, p: R_resist=0.0916 R_Cr=0.3154 T=0.1685
mean over 360-370 nm: R_resist=0.1064 R_Cr=0.3180 T=0.1659
air-silica face reflectance = 0.0362
with both outer air faces: R_resist=0.1364 R_Cr=0.3363 T=0.1565
```
